# Thermal narrowing of the Holstein band by two derivations, with its limits, part 2

How far does coupling to local vibrations narrow an electron's band, and when does the narrowed band describe its motion? One electron moves on sites with $z$ neighbours each, with one oscillator per site:

$$H=-J\sum_{\langle ij\rangle}c_i^\dagger c_j+\hbar\omega\sum_i b_i^\dagger b_i+g\hbar\omega\sum_i n_i(b_i+b_i^\dagger).$$

Here $n_i=c_i^\dagger c_i$, and the first sum runs over ordered neighbour pairs. The bare band is $\varepsilon_{\mathbf k}=-J\sum_{\boldsymbol\delta}e^{-i\mathbf k\cdot\boldsymbol\delta}$, with $\boldsymbol\delta$ the neighbour vectors. Also $S=g^2$, $E_p=S\hbar\omega$, $D_i=\exp[-g(b_i^\dagger-b_i)]$ and $N=1/(e^{\hbar\omega/kT}-1)$.

The first derivation displaces the oscillator with the electron. In this transformed frame the transfer term is $V=-J\sum_{\langle ij\rangle}c_i^\dagger c_jD_i^\dagger D_j$. Replacing $D_i^\dagger D_j$ by its thermal average gives

$$E_{\mathbf k}=-E_p+w\varepsilon_{\mathbf k},\qquad w=e^{-S(2N+1)}=\exp\left[-S\coth\frac{\hbar\omega}{2kT}\right].$$

With $n$ quanta, $\langle n|D|n\rangle=e^{-S/2}L_n(S)$, where $L_n$ is a Laguerre polynomial. At $T=0$, second order in $J$ shifts every level by

$$\Delta E=-\frac{zJ^2}{\hbar\omega}e^{-2S}f(2S)$$

and adds, for each two-step path to a different site, the transfer

$$-\frac{J^2}{\hbar\omega}e^{-2S}f(S),$$

with $f(x)=\sum_{n\geq1}x^n/(n\,n!)$.

The second derivation keeps $H$ and adds a dressed electron to an empty lattice of $M$ sites at positions $\mathbf R_i$, with $H_{\rm ph}=\hbar\omega\sum_i b_i^\dagger b_i$ and thermal density operator $\rho$:

$$C_i^\dagger=c_i^\dagger D_i,\qquad C_{\mathbf k}^\dagger=\frac1{\sqrt M}\sum_i e^{i\mathbf k\cdot\mathbf R_i}C_i^\dagger.$$

The mean absorbed energy, the centroid of the addition spectrum, is

$$\bar E_{\mathbf k}=-E_p+\langle D_j^\dagger D_i\rangle\varepsilon_{\mathbf k},$$

with $i$ and $j$ neighbours. The overlap $\langle D_j^\dagger D_i\rangle$ is still to be found. The exponential product rule is $e^Xe^Y=e^{X+Y+[X,Y]/2}$ when $[X,Y]$ is a number.

The example is a square layer with $z=4$, $J=20$ meV, $\hbar\omega=60$ meV, $S=6.5$ and $E_p=390$ meV. At 300 K, $w=3.65\times10^{-4}$ and the mean bandwidth $8Jw$ is 58 µeV, against 160 meV for the bare band.

### The overlap from the momentum distribution

This average can be found without vibrational levels or Laguerre polynomials. For one oscillator set $A=b^\dagger-b$, $X=e^{-sA}$ and $\chi(s)=\langle X\rangle$. Then

$$\chi'(s)=-\langle b^\dagger X\rangle+\langle bX\rangle.$$

Let $y=e^{-\hbar\omega/kT}$. Since $b^\dagger$ raises the energy by one quantum, $\rho b^\dagger=y\,b^\dagger\rho$. Cyclic permutation in the trace gives $\langle b^\dagger X\rangle=y\langle Xb^\dagger\rangle$. The commutator $[A,b^\dagger]=-1$ gives $Xb^\dagger=(b^\dagger+s)X$. Thus

$$(1-y)\langle b^\dagger X\rangle=ys\chi,\qquad\langle b^\dagger X\rangle=Ns\chi.$$

For the lowering operator, $\rho b=y^{-1}b\rho$ and $Xb=(b+s)X$. Therefore

$$(1-y^{-1})\langle bX\rangle=y^{-1}s\chi,\qquad\langle bX\rangle=-(N+1)s\chi.$$

Together these give $\chi'=-(2N+1)s\chi$. With $\chi(0)=1$,

$$\chi(s)=e^{-(2N+1)s^2/2}.$$

At $s=\pm g$ each site contributes $e^{-S(2N+1)/2}$. Two independent sites give $w$, and $\bar E_{\mathbf k}=-E_p+w\varepsilon_{\mathbf k}$, the same energies as before.

Because $A$ is proportional to the oscillator momentum, $\chi$ is the Fourier transform of the momentum distribution. That distribution is Gaussian, and its variance is proportional to $2N+1$. Heating broadens it, and the average overlap between an oscillator state and its displaced copy falls.

The word "dressed" is essential. For an undisplaced electron created by $c_{\mathbf k}^\dagger$, the transfer finds no displaced oscillator, and its average factor is 1. The coupling contributes $g\hbar\omega\langle b+b^\dagger\rangle=0$. The mean addition energy is then $\varepsilon_{\mathbf k}$, with no narrowing.

A test on a three-site ring used the original Hamiltonian with $S=0.5$ and $J=0.3\hbar\omega$. At $kT=0.3\hbar\omega$ and $0.5\hbar\omega$, the difference between the centroids at the two ring momenta was 0.5845 and 0.5187 of its bare value for the dressed electron, in agreement with $w$. For the undressed electron the ratio was 1.0000 at both temperatures.

### What each derivation assumes

Both derivations use one electron, linear coupling, equal oscillator frequencies with and without the electron, and independent thermal oscillators. They differ in what they do with the transfer.

The first replaces a fluctuating transfer by its mean. This yields a Hamiltonian with sharp levels, but the replacement is an approximation. At $T=0$ it is justified to first order in $J$.

The second makes no expansion in $J$ and discards no fluctuation. Its result is exact for this model, but it concerns a centroid. A centroid does not say whether the spectrum has one sharp line, many lines or a broad distribution.

The second moment shows how much is left open. In the transformed frame, with energies measured from $-E_p$, the first action of $H$ beyond $H_{\rm ph}$ produces the transfer operator $V$. The second produces $V^2+[H_{\rm ph},V]$, and the commutator has no thermal average because $\rho$ commutes with $H_{\rm ph}$. A two-step path $i\to j\to l$ contains

$$D_l^\dagger D_jD_j^\dagger D_i=D_l^\dagger D_i.$$

Its average is 1 if $l=i$ and $w$ otherwise. All two-step paths with unit phonon factor sum to $\varepsilon_{\mathbf k}^2$, and the return paths contribute $zJ^2$ of this. The second moment is $zJ^2+w(\varepsilon_{\mathbf k}^2-zJ^2)$. Subtracting $w^2\varepsilon_{\mathbf k}^2$ gives the variance

$$\sigma_{\mathbf k}^2=(1-w)\left(zJ^2+w\varepsilon_{\mathbf k}^2\right).$$

For the layer at 300 K, $\sigma$ is 40 meV at the band bottom, against a mean bandwidth of 0.058 meV. This is not a linewidth. The variance includes weak satellites many quanta away, and it is close to $zJ^2$ at $T=0$ as well, where a sharp band exists. To judge the band one must isolate transfers that conserve energy.

### Fluctuations that cost no energy

Let $\sigma_{ij}=D_i^\dagger D_j$ and follow its correlation in time. Under free vibration $b(t)=be^{-i\omega t}$. For one site, combine $D(t)$ and $D^\dagger(0)$ by the exponential product rule. The combined displacement has squared amplitude

$$S|e^{i\omega t}-1|^2=2S(1-\cos\omega t),$$

and half the commutator is $-iS\sin\omega t$. The phase of a displacement does not affect a thermal average, so $\chi$ applies with $s^2$ equal to the squared amplitude. The other site gives the same factor. Hence

$$\langle\sigma_{ij}(t)\sigma_{ij}^\dagger(0)\rangle=\exp\{-2S[(2N+1)(1-\cos\omega t)+i\sin\omega t]\}.$$

Equivalently, this is $w^2\exp\{2S[(N+1)e^{-i\omega t}+Ne^{i\omega t}]\}$. Processes that conserve the number of quanta give its time-independent part. In the expanded exponential, this requires equal powers of the two phase factors:

$$w^2\sum_{m=0}^\infty\frac{[4S^2N(N+1)]^m}{(m!)^2}=w^2I_0\left(\frac{2S}{\sinh(\hbar\omega/2kT)}\right).$$

The last step uses $N(N+1)=1/[4\sinh^2(\hbar\omega/2kT)]$ and the series of the modified Bessel function $I_0$. The squared mean transfer accounts for $w^2$. The ratio of fluctuating to coherent strength is therefore $K=I_0-1$.

In the example, $K=1$ at 130 K and $K=1128$ at 300 K. With strictly equal frequencies, these processes connect degenerate states. The value $K=1$ does not mark the end of the band, however. At 130 K only about one site in 200 holds a quantum, and the fluctuating strength comes from these rare sites, with an almost undisturbed band between them. At 300 K about one site in ten is excited. Some 80% of neighbour pairs are still unexcited and transfer with the factor $e^{-S}$, four times the mean $w$, while almost all the others have larger factors of either sign (three quanta on one site, with $L_3=-0.90$, are an exception). The mean-field band is then not a reliable description of the levels.

### A spread of frequencies, and hopping

In a solid the frequencies are spread, and a rate can be defined. The golden rule, written as a time integral with the coherent part removed, is

$$W=\frac{J^2}{\hbar^2}\int_{-\infty}^{\infty}dt\left[\langle\sigma_{ij}(t)\sigma_{ij}^\dagger(0)\rangle-w^2\right].$$

For one frequency the integrand repeats and the integral diverges. A sufficient spread suppresses the repetitions. Keeping one period $2\pi/\omega$, whose average is $w^2K$, gives the estimate

$$W\approx\frac{2\pi J^2}{\hbar(\hbar\omega)}w^2K.$$

For the example at 300 K, a Gaussian spread of frequencies with standard deviation 20%, cut at three standard deviations, gave a full integral 1.09 times this estimate. A narrow spread is not enough: at 5% the repetitions are only partly suppressed, and the integral is 2.9 times the estimate.

The prefactor is $6.36\times10^{13}$ s$^{-1}$, and $w^2K=(3.65\times10^{-4})^2\times1128=1.50\times10^{-4}$. Thus $W=9.6\times10^9$ s$^{-1}$ to each neighbour. The corresponding level broadening $z\hbar W$ is 25 µeV, less than the mean bandwidth of 58 µeV, although $K$ exceeds 1000. The ratio explains this:

$$\frac{z\hbar W}{2zJw}=\frac{\pi JwK}{\hbar\omega}.$$

The small factor $Jw/\hbar\omega$ enters because the fluctuating strength is distributed over an energy range of order $\hbar\omega$. In this estimate, broadening and bandwidth become equal at 331 K. These numbers use the single-frequency $w$. The 20% spread itself lowers $w$ at 300 K by a factor 0.80, which gives a bandwidth of 46 µeV, a broadening of 27 µeV and equality at 319 K.

On a square layer with spacing $a$, random hopping gives a mean squared displacement $4Wa^2t$, so the diffusion constant is $a^2W$. For $a=0.39$ nm the Einstein relation gives

$$\mu=\frac{ea^2W}{kT}=\frac{(0.39\times10^{-7}\ \mathrm{cm})^2(9.57\times10^9\ \mathrm{s^{-1}})}{0.02585\ \mathrm V}=5.6\times10^{-4}\ \mathrm{cm^2/Vs}.$$

This counts hopping alone. In a layer of equal sites, coherent motion would add to it. The bandwidth is far below $kT$, so all band states are equally occupied and the mean squared velocity along an axis is $2(Jwa/\hbar)^2$. With a lifetime $1/zW$ this adds about $0.7a^2W$ to the diffusion constant at 300 K if the single-frequency $w$ and $W$ are used, and about $0.36a^2W$ if both are taken with the 20% spread. Differences in site energy much larger than the broadening, discussed below, suppress this part.

The hopping estimate is of leading order in $J$. Where two site levels cross, the transfer lowers the lower level by $J$. Lowering a thermal barrier by up to $J$ would raise the rate by a factor of up to $e^{J/kT}=2.2$ at 300 K, so the mobility should be read as an order-of-magnitude estimate.

### The case of lithium iron phosphate

The parameters are rough values meant for the regime of a small polaron on the iron sites of lithium iron phosphate, a battery cathode material. In the lithiated compound the carrier is a hole, an iron site that has lost an electron; the one-particle model applies to it in the same way. One vibration stands for many, and the square layer idealizes the iron network. The transfer energy is uncertain. With $S$ and $\hbar\omega$ held fixed, doubling $J$ leaves $w$ unchanged, doubles the mean bandwidth and multiplies the estimated $W$ by four. The choice of the single quantum matters more for the bandwidth, because it enters an exponent: with $E_p$ held at 390 meV, a quantum of 50 meV instead of 60 meV lowers $w$ at 300 K by a factor of 12.

The assumption most plainly broken in a real cathode is that all sites have equal energy. Take a singly charged defect 2 nm from one site and 2.39 nm from its neighbour, screened by a rough relative permittivity of 10. It separates their levels by 12 meV, about 200 mean bandwidths at 300 K. A field along a lattice axis separates neighbouring levels by one bandwidth at only $1.5\times10^{-3}$ MV/cm. Coherent motion through such a narrow band cannot be expected near charged defects. Hopping is less sensitive. With the 20% spread of frequencies used above, a 12 meV offset changes the downhill and uphill rates to about 1.25 and 0.79 times the rate without offset. Their ratio is $e^{12/25.9}\approx1.6$, as detailed balance requires.

The formula therefore gives the mean transfer of the model, whose value for a real material is only as good as the vibrational parameters put into it. For parameters like these, with site energies that differ by much more than the mean bandwidth, a room-temperature mobility should be calculated from hopping, with the disorder included. The main computed values are collected in the numerical output below.

## Computed values

```
RING TESTS (hw = 1, S = 0.5, J = 0.3)
kT = 0.3: dressed width/bare 0.58450, formula 0.58450, undressed 1.00000
kT = 0.5: dressed width/bare 0.51865, formula 0.51865, undressed 1.00000
T=0 ring, S=1, J=0.02: width/(first order) = 1.00933
second-order width coefficient: 0.4859, formula 0.4848
second-order shift coefficient: -0.9969, formula -0.9971
EXAMPLE INPUTS (rough)
phonon quantum = 60 meV, S = 6.5, J = 20 meV
spacing = 0.39 nm, permittivity = 10, neighbours = 4
polaron energy E_p = 390 meV, bare bandwidth = 160 meV
NARROWING
T = 0: w = 1.5034e-03, bandwidth = 240.55 ueV
T = 10 K: coth = 1.0000, w = 1.5034e-03, w/w(0) = 1.0000, width = 240.55 ueV
T = 100 K: coth = 1.0019, w = 1.4850e-03, w/w(0) = 0.9878, width = 237.61 ueV
T = 200 K: coth = 1.0635, w = 9.9512e-04, w/w(0) = 0.6619, width = 159.22 ueV
T = 300 K: coth = 1.2177, w = 3.6509e-04, w/w(0) = 0.2428, width = 58.41 ueV
T = 400 K: coth = 1.4254, w = 9.4657e-05, w/w(0) = 0.0630, width = 15.15 ueV
w at 300 K from explicit phonon sum = 3.6509e-04
high-T form exp(-2 E_p kT/hw^2) at 300 K = 3.6932e-03
LIMITS OF THE BAND PICTURE
kT at 300 K = 25.85 meV, kT/bandwidth = 443
elastic fluctuation/coherent strength at 300 K = 1128.2
fluctuation equals coherent strength at T = 130 K
rms spread at band bottom, 300 K = 40.02 meV
hop rate per neighbour at 300 K = 9.570e+09 1/s
20 % frequency spread: rate/(one-period formula) = 1.090
hop broadening z*hbar*W at 300 K = 25.20 ueV
hop broadening equals bandwidth at T = 331 K
hopping mobility at 300 K = 5.63e-04 cm2/Vs
NEGLECTED EFFECTS
J/hw = 0.333, J/E_p = 0.051
T=0 second-neighbour/nearest transfer = 0.0628
T=0 second-order level shift = -2.242 meV
barrier lowering by J: rate factor up to exp(J/kT) = 2.17
field detuning neighbours by one bandwidth, 300 K = 1.50e-03 MV/cm
charged defect at 2 nm: neighbour detuning = 11.75 meV
defect detuning/bandwidth at 300 K = 201
```
